# Ballistic limit on contact resistance in a thin oxide channel

## Problem

A transistor channel is a thin oxide film with \(n=10^{13}\ \mathrm{cm^{-2}}\) electrons. They occupy one subband and one valley, with both spins, and their energy depends only on the magnitude of the in-plane wavevector and increases with it. The channel is much wider than the electron wavelength, and the electrons are treated as independent of one another. A normal, non-superconducting metal contact is attached at each end.

(a) What is the smallest possible resistance between the two contacts, multiplied by the channel width \(W\), at low temperature and small bias?

(b) How does this limit change with density, temperature, valley number and mass anisotropy, and what does imperfect transmission add?

(c) How does it compare with the resistance expected of an indium-oxide device? Take these rough values: mass \(m=0.2\,m_e\), thickness 3 nm, mobility 50 cm²/Vs, channel length 40 nm, contact length 100 nm and specific contact resistivity \(\rho_c=10^{-8}\ \Omega\,\mathrm{cm^2}\).

## Solution of (a)

**Fermi wavenumber.** There is no magnetic field. Each spin has one state per area \((2\pi)^2\) of wavevector space, per unit film area. Filling a disc of radius \(k_F\) with two spins gives

\[
n=2\,\frac{\pi k_F^2}{(2\pi)^2}=\frac{k_F^2}{2\pi},
\qquad k_F=\sqrt{2\pi n}=0.793\ \mathrm{nm^{-1}} .
\]

The mass has not entered.

**Number of modes.** Hard side walls allow transverse waves \(\sin(qy)\) with \(q=p\pi/W\), \(p=1,2,\dots\). A mode propagates at the Fermi energy if a real longitudinal wavenumber \(\sqrt{k_F^2-q^2}\) is left over, so \(q<k_F\). For a channel much wider than \(1/k_F\), the number of modes is

\[
M\simeq\frac{k_FW}{\pi},
\]

or about 252 per micrometre of width.

**Current in one mode.** Let \(e>0\) be the elementary charge and \(V\) the voltage. The left reservoir fills right-moving states with occupation \(f_L\), and the right reservoir fills left-moving states with \(f_R\). Their electrochemical potentials differ by \(eV\). With two spins and velocity \(v=\hbar^{-1}dE/dk\), the magnitude of the current in a fully transmitted mode is

\[
I=2e\int\frac{dk}{2\pi}\,v\,(f_L-f_R)
=\frac{2e}{h}\int dE\,(f_L-f_R)=\frac{2e^2}{h}V .
\]

The velocity cancels against the density of states \(dk/dE\). The result therefore also holds for an isotropic nonparabolic band whose energy increases with \(k\). If the lowest energy lay on a ring instead, the electrons could fill an annulus, which has more modes at the same density, and the limit would be lower.

**Why the contacts cannot do better.** Let \(t\) and \(r\) be the matrices of transmission and reflection amplitudes between metal modes, normalised to unit flux. Flux conservation requires \(r^\dagger r+t^\dagger t=1\). Both terms on the left have non-negative eigenvalues, so each eigenvalue of \(t^\dagger t\) lies between 0 and 1.

The metal may have many more modes than the channel. However, if the channel is long enough for evanescent waves to die out, everything transmitted passes through its \(M\) propagating modes. The matrix then factors as \(t=BA\), where \(A\) has \(M\) rows, one for each forward channel amplitude. The rank of \(t\) is at most \(M\), so at most \(M\) eigenvalues are nonzero. Hence

\[
G=\frac{2e^2}{h}\operatorname{Tr}(t^\dagger t)\le\frac{2e^2}{h}M .
\]

A lattice model shows how close a contact can come. The strip is 60 sites wide and its uniform channel is 60 sites long. At the chosen energy the channel has 10 modes and the metal 23, because the metal's band lies lower by one hopping energy. Green's functions give these values of \(\operatorname{Tr}(t^\dagger t)\):

- 9.9999 when the potential changes smoothly over 150 sites at each end;
- 6.23 when it changes abruptly (waves reflected at the two ends interfere, so this value depends on the channel length and lies between about 4.9 and 7.2 for 40 to 80 sites);
- 5.78 for one random draw of site energies in the three channel columns next to each abrupt end.

In this model a gradual contact nearly reaches the bound. The bound is for normal metals. If one contact is superconducting, an electron can be reflected there as a hole, which can double the small-bias conductance.

**Result.** For a channel much wider than \(1/k_F\), inverting the bound and multiplying by the width gives

\[
RW\ \ge\ R_bW=\frac{h}{2e^2}\,\frac{\pi}{k_F}
=\frac{h}{2e^2}\sqrt{\frac{\pi}{2n}} .
\]

The second form follows from \(\pi/\sqrt{2\pi n}=\sqrt{\pi/(2n)}\). The algebra is the same in Gaussian and SI units. In a narrow channel the whole-number count of modes can move the limit to either side of this value. With \(h/(2e^2)=12906\ \Omega\),

\[
R_bW=12906\ \Omega\times\frac{\pi}{0.7927\ \mathrm{nm^{-1}}}
\simeq 51\ \Omega\,\mu\mathrm{m}.
\]

This is the total for both contacts. Inside a ballistic channel, right-movers are filled to the left potential and left-movers to the right one. For small bias their mean lies halfway between, so half the voltage drops at each end. The share per contact is about 26 Ω µm.

## Solution of (b)

**Density and valleys.** At low temperature and fixed valley number the limit varies as \(n^{-1/2}\). If \(n\) is shared equally by \(g_v\) isotropic valleys, each has wavenumber \(k_F/\sqrt{g_v}\). The total number of modes is \(g_v(k_F/\sqrt{g_v})W/\pi=\sqrt{g_v}\,k_FW/\pi\), which divides the limit by \(\sqrt{g_v}\).

**Temperature.** For small bias, \(f_L-f_R=eV(-\partial f/\partial E)\), where \(f\) is the equilibrium occupation. The number of modes now depends on energy:

\[
\frac{G}{W}=\frac{2e^2}{h}\int dE\,\frac{k(E)}{\pi}
\left(-\frac{\partial f}{\partial E}\right).
\]

For a parabolic band \(k\propto E^{1/2}\), so \(k''=-k/(4E^2)\). Expanding \(k\) about the chemical potential \(\mu\), and using the thermal average \(\langle(E-\mu)^2\rangle=\pi^2(k_BT)^2/3\), gives

\[
\frac{G(T)}{G(0)}\simeq1+\frac{\pi^2(k_BT)^2}{6}\frac{k''}{k}
=1-\frac{\pi^2}{24}\left(\frac{k_BT}{E_F}\right)^2 .
\]

The density is held fixed here. Because a parabolic two-dimensional band has a constant density of states, \(\mu\) differs from \(E_F\) by an exponentially small amount at low temperature.

For \(m=0.2\,m_e\), \(E_F=\hbar^2k_F^2/(2m)=0.120\) eV. At 300 K, \(k_BT/E_F=0.216\), and the leading term lowers \(G\) by 1.9%. Numerical integration of the full thermal average raises the limit to 52.4 Ω µm, or 2.5% above its low-temperature value. The effect is this small only while \(k_BT\ll E_F\). At \(10^{12}\ \mathrm{cm^{-2}}\), where \(E_F=12\) meV is below \(k_BT\) at 300 K, the same integral at fixed density gives about 294 Ω µm instead of 162, and the \(n^{-1/2}\) law no longer holds.

**Anisotropic mass.** Let the current flow along \(x\), with masses \(m_x\) and \(m_y\). The Fermi ellipse has semi-axes \(k_x^F\) and \(k_y^F\), proportional to \(\sqrt{m_x}\) and \(\sqrt{m_y}\). Fixed density fixes its area:

\[
k_x^Fk_y^F=k_F^2,\qquad
\frac{k_y^F}{k_x^F}=\sqrt{\frac{m_y}{m_x}}
\quad\Rightarrow\quad
k_y^F=k_F\left(\frac{m_y}{m_x}\right)^{1/4}.
\]

The transverse extent \(k_y^F\) sets the number of modes. For \(m_y/m_x=2\) it grows by 1.189, and the limit falls to 43 Ω µm. Isotropy is therefore a condition of the result in (a).

**Imperfect contacts.** Let two scatterers transmit fractions \(T_1\) and \(T_2\) of the flux, independent of mode, and let phases average out. Summing the repeated reflections between them gives

\[
T_{12}=T_1T_2\sum_{j=0}^{\infty}[(1-T_1)(1-T_2)]^j
=\frac{T_1T_2}{T_1+T_2-T_1T_2}.
\]

Taking the reciprocal and subtracting 1,

\[
\frac1{T_{12}}-1=\frac1{T_1}+\frac1{T_2}-2
=\frac{1-T_1}{T_1}+\frac{1-T_2}{T_2}.
\]

The quantities \((1-T)/T\) add. Two equal contacts of transmission \(T_c\) therefore multiply \(R_bW\) by \(1+2(1-T_c)/T_c\). For \(T_c=0.5\) the factor is 3.

Each row below changes one condition of the first row. The last row is a resistance in the incoherent model, rather than a new lower limit.

| Case | \(RW\) (Ω µm) |
|---|---:|
| \(10^{13}\) cm⁻², low temperature | 51 |
| \(10^{12}\) cm⁻² | 162 |
| \(3\times10^{13}\) cm⁻² | 30 |
| 300 K, \(m=0.2\,m_e\) | 52 |
| Two equal valleys | 36 |
| \(m_y/m_x=2\) | 43 |
| \(T_c=0.5\) at each contact | 153 |

## Solution of (c)

**Is there one subband?** Hard walls a distance \(d\) apart give levels \(\pi^2\hbar^2j^2/(2md^2)\), \(j=1,2,\dots\). The first gap is \(3\pi^2\hbar^2/(2md^2)=0.63\) eV for 3 nm. Replacing the walls by 2 eV barriers, with the same mass inside and outside, lowers it to 0.42 eV in a finite-difference calculation. Both gaps exceed \(E_F=0.12\) eV.

At low temperature the second hard-wall subband begins to fill when the gap equals \(E_F=\pi\hbar^2n/m\). This gives \(d=\sqrt{3\pi/(2n)}=6.9\) nm, again independent of mass. The estimate takes a flat potential inside the film; the field of a gate would shift this thickness.

**Channel scattering.** The sheet resistance is \(R_s=1/(ne\mu_e)=12.5\) kΩ per square, where \(\mu_e\) is the mobility. A 40 nm channel contributes \(R_sL=499\ \Omega\,\mu\mathrm{m}\), about ten times the ballistic limit.

To relate the two, let \(\tau\) be the scattering time and \(\ell=\hbar k_F\tau/m\) the mean free path. Then

\[
\frac1{R_s}=\frac{ne^2\tau}{m}
=\frac{k_F^2}{2\pi}\,\frac{e^2\ell}{\hbar k_F}
=\frac{e^2}{h}k_F\ell .
\]

Since \((1-T)/T\) adds, it grows in proportion to length in a uniform scattering channel. Calling it \(L/\lambda\) gives

\[
RW=R_bW\left(1+\frac L\lambda\right),\qquad
\lambda=\frac{R_bW}{R_s}=\frac{\pi\ell}{2}.
\]

Here \(\ell=2.6\) nm and \(\lambda=4.1\) nm. The ballistic term is what remains when the line is extrapolated to \(L=0\), which is why it counts as contact resistance.

The addition rule ignores how scattering changes the angular distribution of the electrons. I solved the Boltzmann equation numerically for isotropic scattering and perfectly absorbing contacts, at lengths of \(10\ell\) and \(20\ell\). The line through these points has an intercept of 53 Ω µm, 4% above \(R_bW\).

The product \(k_F\ell=2.1\) is small, so these semiclassical channel values are rough. Interference may matter at low temperature. The bound in (a) allows strong disorder elsewhere, provided one stretch of the channel is uniform, has density \(n\) and is long enough for evanescent waves to die out. For a film disordered throughout, it is a semiclassical estimate.

**Metal contact.** Let \(x\) run from the inner edge of a contact to its far end at \(L_c\). The film carries current \(I(x)\) and has voltage \(U(x)\) relative to the metal:

\[
\frac{dU}{dx}=-\frac{R_s}{W}I,\qquad
\frac{dI}{dx}=-\frac{W}{\rho_c}U,\qquad
\frac{d^2U}{dx^2}=\frac{U}{L_T^2},\qquad
L_T=\sqrt{\frac{\rho_c}{R_s}} .
\]

No current leaves the far end, so \(U\propto\cosh[(L_c-x)/L_T]\). The first equation gives \(I=-(W/R_s)\,dU/dx\), and hence

\[
R_cW=\frac{U(0)W}{I(0)}
=R_sL_T\coth\frac{L_c}{L_T}
=\sqrt{\rho_cR_s}\,\coth\frac{L_c}{L_T}.
\]

With \(L_T=9.0\) nm the hyperbolic factor is close to 1. Each contact contributes 112 Ω µm and both contribute 223 Ω µm, or 4.4 times the ballistic limit. This assumes that the film under the metal keeps the channel's sheet resistance. Since \(L_T\) is only about three mean free paths, the local description is approximate. It fails when \(L_T\) falls to \(\ell\) or below: for \(\rho_c=10^{-10}\ \Omega\,\mathrm{cm^2}\) the formula would give 22 Ω µm for both contacts, less than the bound in (a). The value should not simply be added to \(R_bW\). That term assumes an ideal absorbing reservoir at each end of the channel, whereas here the scattering film continues under the metal.

**Reading the comparison.** The chosen \(\rho_c\) represents a good contact. Raising it to \(10^{-7}\ \Omega\,\mathrm{cm^2}\), with the other values fixed, brings the two-contact estimate to about 710 Ω µm. Limited transmission at the metal and scattering in the film thus move the example much further from the ideal result than heating to 300 K does.

A bias with \(eV\) well below \(2E_F\) changes the ideal limit only slightly. A current of 1 mA/µm through the ballistic resistance alone drops 51 mV. At fixed density the two potentials lie at \(E_F\pm eV/2\). Averaging \(k\propto\sqrt E\) between them changes the conductance by \(-(eV/E_F)^2/96\) to leading order, so the resistance rises by 0.2%. Once \(eV\) reaches \(2E_F\), or 0.24 V, all electrons move the same way, and at fixed density the current saturates at about 4.4 mA/µm. The whole example device is different: its small-bias resistance would imply a drop of about 0.7 V at this current, several times \(E_F/e\), so the small-bias values cannot be relied on there.

A measured intercept also depends on the assumed channel length. If the true length is shorter by \(\Delta L\), the intercept is too low by \(R_s\Delta L\), or 12.5 Ω µm per nanometre here. An error of about 4 nm would hide the whole ballistic term, so an apparent value below 51 Ω µm does not by itself show that the limit has been broken.
